# The near-perpendicular dihedral angle of a disulfide from lone-pair repulsion

## What symmetry fixes

Consider a disulfide X–S–S–X, where X is hydrogen or a carbon arm. Its dihedral angle $\phi$ is the angle between the two X–S–S planes, with $\phi=0$ when the arms lie on the same side (cis) and $\phi=180^\circ$ when they lie on opposite sides (trans). Each sulfur carries a filled 3p lone pair that points along the normal to its own X–S–S plane. Suppose first that these two pairs interact with each other and with nothing else.

The sign of a p orbital is a convention. Reversing the sign of one orbital reverses the overlap $S$ of the two and also their coupling, but it cannot change an energy. The interaction energy $W$ is therefore even in $S$. Since $S$ has no dimension, $W$ must be an energy $K$, which measures the strength of the coupling, times a function of $S^2$:

$$W=K\,f(S^2),\qquad f(0)=0 .$$

If $S$ varies as $\cos\phi$ and $f$ is smooth at zero, as it proves to be for two full pairs, the leading term is proportional to $\cos^2\phi$. Its stationary points are the two planar forms and the perpendicular form. With fewer electrons $f$ can contain $|S|=\sqrt{S^2}$, and the leading term is then proportional to $|\cos\phi|$. Symmetry does not say which of them is the minimum. That depends on the sign of $f$, and the sign depends on the number of electrons.

## Why the overlap is a cosine

Let $\mathbf n_a$ and $\mathbf n_b$ be the unit normals of the two planes. Both planes contain the S–S axis, so both normals are perpendicular to it, and the angle between them is $\phi$. Let $\mathbf m$ be the unit vector perpendicular to both the axis and $\mathbf n_a$. Then

$$\mathbf n_b=\cos\phi\,\mathbf n_a+\sin\phi\,\mathbf m .$$

A p orbital transforms as a vector, so the lone pair on the second sulfur splits in the same way:

$$p_b(\mathbf n_b)=\cos\phi\,p_b(\mathbf n_a)+\sin\phi\,p_b(\mathbf m).$$

Reflect space in the plane that contains the S–S axis and $\mathbf m$. The orbital $p_a(\mathbf n_a)$ changes sign and $p_b(\mathbf m)$ does not, so their overlap is zero. What remains is

$$S=S_0\cos\phi ,\qquad S_0=\langle p_a(\mathbf n_a)|p_b(\mathbf n_a)\rangle ,$$

where $S_0$ is the overlap of two parallel p orbitals side by side.

Let $h$ be the effective one-electron Hamiltonian, $\alpha$ the energy of either lone pair and $b=\langle p_a|h|p_b\rangle$ the coupling. The part of $b$ that matters is

$$B=b-\alpha S .$$

The subtraction is needed because adding a constant $c$ to $h$ adds $c$ to $\alpha$ and $cS$ to $b$, and leaves $B$ unchanged. If $h$ is symmetric about the S–S axis, the reflection argument applies to $b$ too, so that

$$B=B_0\cos\phi=-KS,\qquad K=-B_0/S_0 .$$

The sign of $K$ can be made plausible. Write $h=T+V_a+V_b$, with $T$ the kinetic energy and $V_a,V_b$ the attractive potentials of the two atoms. Let each orbital solve its own atomic problem, $(T+V_a)p_a=\varepsilon p_a$. Then

$$\alpha=\varepsilon+\langle p_a|V_b|p_a\rangle,\qquad b=\varepsilon S+\langle p_b|V_b|p_a\rangle ,$$

$$B=\langle p_b|V_b|p_a\rangle-S\langle p_a|V_b|p_a\rangle .$$

For $S>0$ the first term samples $V_b$ partly inside atom $b$, where it is deep; the second samples it from the neighbouring atom. When the first term is larger in magnitude, $B<0$ and $K>0$. This is a condition; the worked example below checks its consequence, the sign of $K$.

## First derivation: the two molecular levels

Seek orbitals $c_ap_a+c_bp_b$ of energy $E$. The secular equation is

$$(\alpha-E)^2-(b-ES)^2=0 .$$

Taking the square root gives $\alpha-E=\mp(b-ES)$. Collecting the terms in $E$,

$$E_\pm=\frac{\alpha\pm b}{1\pm S}.$$

Insert $b=\alpha S+B$. The numerator becomes $\alpha(1\pm S)\pm B$, so

$$E_\pm=\alpha\pm\frac{B}{1\pm S}.$$

For $S>0$ and $B<0$ the level $E_+$ is bonding and $E_-$ antibonding. The bonding level falls by $|B|/(1+S)$ and the antibonding level rises by $|B|/(1-S)$, which is more. The difference comes from normalization: the sum $p_a+p_b$ has squared norm $2(1+S)$, and the difference $p_a-p_b$ has $2(1-S)$.

Two lone pairs hold four electrons, which fill both levels. Relative to the energy $4\alpha$ of non-interacting pairs,

$$W=2(E_++E_-)-4\alpha=2B\left[\frac1{1+S}-\frac1{1-S}\right].$$

The bracket equals $[(1-S)-(1+S)]/(1-S^2)=-2S/(1-S^2)$. Hence

$$W=-\frac{4BS}{1-S^2}=\frac{4KS^2}{1-S^2}.$$

This is positive for $K>0$: the interaction is a repulsion. For small overlap,

$$W\simeq4KS_0^2\cos^2\phi .$$

To locate the minimum without that approximation, put $u=S_0^2\cos^2\phi$, so that $W=4Ku/(1-u)$. Since $dW/du=4K/(1-u)^2$ and $du/d\phi=-S_0^2\sin2\phi$,

$$\frac{dW}{d\phi}=-\frac{4KS_0^2\sin2\phi}{(1-u)^2}.$$

The zeros are at $0$, $90^\circ$ and $180^\circ$. When this is differentiated again at a zero, only the derivative of $\sin2\phi$ survives:

$$W''(90^\circ)=8KS_0^2,\qquad W''(0)=W''(180^\circ)=-\frac{8KS_0^2}{(1-S_0^2)^2}.$$

The perpendicular form is the minimum, and both planar forms are maxima.

**Other electron counts.** With two electrons the energy change for $S>0$ is $2B/(1+S)<0$, an ordinary pi bond that favours a planar molecule. With three electrons it is

$$\frac{2B}{1+S}-\frac{B}{1-S}=\frac{B(1-3S)}{1-S^2},$$

which is still negative if $S<1/3$, so that the planar form lies below the perpendicular one. The derivative of $S(1-3S)/(1-S^2)$ has the sign of $1-6S+S^2$, so the lowest point is exactly planar only if $S_0<3-2\sqrt2\simeq0.17$; for a larger overlap it is somewhat twisted. For negative $S$ the two levels exchange roles and $|S|$ and $-|B|$ take the places of $S$ and $B$. At moderate overlap it is thus the fourth electron that puts the perpendicular form below the planar one.

## Second derivation: forced orthogonality

The same energy follows without solving for any level. If both orbitals are doubly filled, the electrons of each spin occupy the whole two-dimensional space spanned by $p_a$ and $p_b$. A determinant depends on that space, apart from a numerical factor, and not on the basis chosen in it. The sum of one-electron energies may therefore be evaluated in any orthonormal basis of the space.

Leave the first pair in $p_a$, at energy $\alpha$ per electron. The Pauli principle then requires the second pair to occupy the part of $p_b$ that is orthogonal to $p_a$:

$$p_b'=\frac{p_b-Sp_a}{\sqrt{1-S^2}} .$$

The denominator follows from $\langle p_b-Sp_a|p_b-Sp_a\rangle=1-2S^2+S^2$. The energy of this orbital is

$$\langle p_b'|h|p_b'\rangle=\frac{\alpha-2Sb+S^2\alpha}{1-S^2}.$$

With $b=\alpha S+B$ the numerator is $\alpha-2\alpha S^2-2SB+\alpha S^2=\alpha(1-S^2)-2SB$. Therefore

$$\langle p_b'|h|p_b'\rangle=\alpha-\frac{2SB}{1-S^2}.$$

Two electrons sit in this orbital, so the total cost is

$$W=-\frac{4SB}{1-S^2}=\frac{4KS^2}{1-S^2},$$

as before. The repulsion is the price of making the second pair orthogonal to the first. At $\phi=90^\circ$ the orbitals are already orthogonal and there is nothing to pay.

## What each derivation assumes

Both treat the energy as a sum of one-electron energies with $\alpha$ and $K$ independent of $\phi$. The formula for $W$ diverges as $S\to1$, but only because $K$ is held constant. When two real orbitals coincide, $b=\alpha$ and $B$ vanishes as well, so the formula should not be used near that limit.

The first derivation uses equal lone-pair energies. In return it gives the separate levels, and so covers two or three electrons. The second needs both orbitals to be full and says nothing about other counts, but it does not need equal energies. If these are $\alpha_a$ and $\alpha_b$, the same steps give

$$2\alpha_a+2\,\frac{\alpha_b-2Sb+S^2\alpha_a}{1-S^2}=\frac{2(\alpha_a+\alpha_b)-4Sb}{1-S^2}.$$

Subtracting $2(\alpha_a+\alpha_b)=4\bar\alpha$, with $\bar\alpha$ the mean, leaves $-4S(b-\bar\alpha S)/(1-S^2)$. An unsymmetrical disulfide obeys the same law with $B=b-\bar\alpha S$.

## The condition hidden in "lone pairs only"

Each sulfur also has a p orbital $q$ that lies in its X–S–S plane, perpendicular to the S–S axis. It takes part in the S–X bond. At $\phi=90^\circ$ the lone pair of one sulfur is parallel to the $q$ of the other, so turning the molecule trades one overlap for another.

Let the filled in-plane orbital be $\sigma=\sqrt w\,q+\sqrt{1-w}\,g$, where $g$ is orthogonal to $q$ and is assumed to have negligible overlap with the other sulfur. The worked example shows that this assumption is poor for an S–H bond. The filled orbitals are now $p$ and $\sigma$ on each side, all taken at energy $\alpha$. Let $\mathbf S=1+\mathbf s$ be their overlap matrix, and let $\mathbf H=\alpha\mathbf S-K\mathbf s$. For $n$ filled orbitals, the basis-independent energy used in the second derivation is

$$E=2\,\mathrm{Tr}(\mathbf S^{-1}\mathbf H)=2n\alpha-2K\,\mathrm{Tr}(\mathbf S^{-1}\mathbf s).$$

To second order $\mathbf S^{-1}\mathbf s\simeq\mathbf s-\mathbf s^2$. The trace of $\mathbf s$ is zero, and the trace of $\mathbf s^2$ counts each squared overlap twice. The cost is thus $4K\sum S_{ij}^2$, summed over pairs on opposite atoms. The overlaps have magnitudes $S_0|\cos\phi|$ for $p$ with $p$, $\sqrt w\,S_0|\sin\phi|$ for each of the two $p$–$\sigma$ pairs, and $wS_0|\cos\phi|$ for $\sigma$ with $\sigma$. Hence

$$\sum S_{ij}^2=S_0^2[(1+w^2)\cos^2\phi+2w\sin^2\phi]=S_0^2[(1-w)^2\cos^2\phi+2w].$$

The preference for $90^\circ$ survives, but it is reduced by $(1-w)^2$. At $w=1$ it vanishes: $p$ and $q$ then form a full pi shell, and rotating one atom leaves its filled space unchanged. In this model, lone-pair repulsion can favour one angle only because the in-plane p orbital is not completely filled.

The unfilled part, $\sigma^*=\sqrt{1-w}\,q-\sqrt w\,g$, lies at a gap $D$ above $\alpha$ and accepts charge from the other sulfur. In second order a filled pair gains $2|\text{coupling}|^2/D$. The squared couplings are $B_0^2(1-w)\sin^2\phi$ from $p$ and $B_0^2w(1-w)\cos^2\phi$ from $\sigma$. Counting both directions,

$$E_{\rm don}=-\frac{4B_0^2(1-w)}{D}\left[1-(1-w)\cos^2\phi\right].$$

Its angular part is $+4B_0^2(1-w)^2\cos^2\phi/D$. Donation therefore favours the same angle, and a measured or computed barrier cannot be credited to repulsion from its shape alone.

## Worked example: sulfur in H–S–S–H

The simplest disulfide is treated by Hartree–Fock theory in the 6-31G* basis, with an S–S length of 2.06 Å, an S–H length of 1.34 Å and an S–S–H angle of 98°, all held fixed during rotation. The lone pairs are represented by the 3p orbital of a spherically averaged sulfur atom.

The parallel overlap is $S_0=0.2022$. Direct integration over space at 40° gives 0.1549, and $0.2022\cos40^\circ=0.1549$. The Hartree–Fock matrix of the molecule gives $B=-1.664$ eV at 0°, $-0.827$ eV at 60°, 0.0004 eV at 90° and 1.670 eV at 180°, so $B$ also follows the cosine closely. With $B_0=-1.667$ eV,

$$K=\frac{1.667}{0.2022}=8.24\ \text{eV}>0 .$$

The predicted splitting of the two lone-pair levels in the cis form is $E_--E_+=-2B/(1-S^2)=3.328/0.959=3.47$ eV. The molecular orbitals give 3.57 eV, so the model is 3% low relative to that value. This tests mainly $B$; it does not test the repulsion, which depends on the mean of the two levels.

For the two lone pairs alone, the cost of planarity is

$$W(0)=\frac{4(1.667)(0.2022)}{1-0.0409}=1.41\ \text{eV}.$$

The full Hartree–Fock barriers are much smaller: 0.396 eV (38.2 kJ/mol) through cis and 0.301 eV (29.1 kJ/mol) through trans. The in-plane correction has the right direction but overshoots. The share of $q$ that lies in the occupied space is $w=0.856$, which gives $(1-w)^2=0.0206$ and a repulsion barrier of 0.029 eV. Donation, with a mean gap $D=20.8$ eV to the empty levels that contain $q$, adds 0.011 eV. The sum, 0.040 eV in this second-order estimate (0.050 eV when the same model is diagonalized exactly), is only a small part of the actual barrier.

The model therefore gives the form of the torsion energy and the angle, but not the barrier height, and it does not show that lone-pair repulsion causes most of the barrier. The factor $(1-w)^2$ is very sensitive when $w$ is near 1. The projection that defines $w$ also counts the lone pair of the other sulfur, but that effect is small: in an isolated SH fragment $w$ is still about 0.83. A larger fault is the assumption that $g$ does not overlap the other sulfur. Being orthogonal to $q$, $g$ contains the hydrogen orbital minus its projection on $q$, and it overlaps the other lone pair with the sign opposite to that of $q$. For the fragment orbitals at 90° this overlap is about 0.095, against 0.202 for $q$, so the $p$–$\sigma$ overlap is 0.144 rather than $\sqrt w\,S_0=0.184$. The in-plane orbital therefore cancels much less of the lone-pair repulsion than $(1-w)^2$ implies. Matching the twofold barrier of 0.35 eV found below would take $(1-w)^2=0.35/(1.41+0.54)=0.18$, or $w$ of about 0.6 in the same second-order estimate, where 0.54 eV is $4B_0^2/D$ with $D$ left unchanged. This is a fitted value, not evidence for the mechanism. The Hartree–Fock energy also contains electrostatic and relaxation terms that a sum of orbital energies omits. The estimate also holds $\alpha$ fixed during rotation, although the computed $\alpha$ is higher in the planar forms than at 90° by 0.07–0.08 eV (0.04–0.05 eV in the larger def2-TZVP basis). A shift of 0.07 eV carried by four electrons amounts to 0.28 eV, which is comparable with the barriers themselves.

The electron count provides a qualitative test. For three electrons the model with lone pairs only predicts a planar cis form lower than the perpendicular one by $1.667(1-0.607)/0.959=0.68$ eV. Since $S_0$ exceeds 0.17, the model's lowest point is twisted by about 32° from planar, but it is only about 0.02 eV deeper. Unrestricted Hartree–Fock calculations on the cation, at the same fixed geometries, place cis 0.51 eV and trans 0.62 eV below 90°. Removing one electron does reverse the preference. Only the sign is tested here: the prediction of 0.68 eV leaves out the in-plane orbitals, which reduce the four-electron barrier strongly, so the similar size of the numbers means little.

## Why "near" and not "at" 90 degrees

Terms that distinguish cis from trans are odd in $\cos\phi$ and are absent from $W$. Write the full torsion energy as

$$V=c_0+c_1\cos\phi+c_2\cos2\phi+c_3\cos3\phi .$$

Since $\cos2\phi=2\cos^2\phi-1$, the lone-pair law belongs to $c_2$, with a twofold barrier of $2c_2$. At 90° the slope is $V'=-c_1+3c_3$ and the curvature is $V''=4c_2$. To first order the minimum moves by

$$\delta=-\frac{V'}{V''}=\frac{c_1-3c_3}{4c_2}.$$

A fit to the Hartree–Fock curve gives $c_1=0.0345$, $c_2=0.1749$ and $c_3=0.0120$ eV. The twofold term dominates, with $2c_2=0.35$ eV. On its own, $c_1$ would shift the minimum by $0.0345/0.700=0.049$ rad, or 2.8°, towards trans. The term in $c_3$ cancels this almost completely, and the minimum lies at 89.9°. The largest fit error, 0.0035 eV, leaves an uncertainty of the order of a degree. Energies computed close to 90° put the minimum slightly above it, near 90.2°, and give a curvature of 0.65 eV/rad², about 7% below $4c_2$, because the series omits a small $\cos4\phi$ term. The estimates below use $4c_2$ and carry this error.

Thermal motion spreads the angle far more than these terms shift it. In the classical harmonic limit $\tfrac12(4c_2)\langle\delta^2\rangle=\tfrac12k_BT$. At 298 K, $k_BT=0.0257$ eV and

$$\sqrt{\langle\delta^2\rangle}=\sqrt{\frac{0.0257}{0.700}}=0.19\ \text{rad}=11^\circ .$$

A classical Boltzmann average over the full curve gives 11.5°.

For arms as light as hydrogen the classical value is too small. The reduced moment of inertia of the torsion is $I=\tfrac12m_{\rm H}(r\sin\theta)^2$, with $r$ the S–H length and $\theta$ the S–S–H angle, and the torsional quantum $\hbar\omega=\hbar\sqrt{4c_2/I}$ is about 0.06 eV, more than $k_BT$. The quantum harmonic result $\langle\delta^2\rangle=(\hbar\omega/8c_2)\coth(\hbar\omega/2k_BT)$ gives a width of about 13°. Heavier carbon arms have a smaller quantum, and the classical formula is then more accurate.

Several neglected effects change the barriers by up to about a tenth. The larger def2-TZVP basis moves the Hartree–Fock barriers to 0.389 eV (cis) and 0.315 eV (trans), and gives $S_0=0.207$, $K=8.1$ eV and $W(0)=1.45$ eV, so these numbers are converged to about two digits only. The following values refer to 6-31G*. Electron correlation at the MP2 level changes them to 0.41 eV (cis) and 0.31 eV (trans). Letting the S–S length adjust lowers the Hartree–Fock values to 0.37 and 0.29 eV; letting the S–S–H angle adjust as well leaves cis at 0.37 eV and lowers trans to about 0.27 eV. The bond is 2.07 Å long at 90°, 2.11 Å in cis and 2.10 Å in trans; the stretching is consistent with repulsion in the planar forms, though it does not prove it.

## The accelerator in a copper bath

The accelerator bis(3-sulfopropyl) disulfide has carbon arms in place of hydrogen. Dimethyl disulfide, computed at the same level with fixed bond lengths and bond angles and with the methyl groups held staggered, has its minimum at 87–88°, a cis barrier of 0.63 eV and a trans barrier of 0.32 eV. These barriers are sensitive to the frozen geometry: relaxing the S–S–C angle alone lowers them to about 0.54 and 0.24 eV. The cis barrier is higher than in H–S–S–H, plausibly because the methyl groups crowd each other, yet the angle hardly moves. There is no conflict: in the four-term series the difference between the barriers depends on $c_1+c_3$, whereas the shift depends on $c_1-3c_3$. For methyl arms higher harmonics also contribute, so this series gives the shift only roughly.

The S–S length used here is close to that of ordinary open-chain disulfides, between 2.0 and 2.1 Å, and their dihedral angles are roughly 85–90°. In a bath near room temperature a free molecule should have a thermal width of similar size, apart from the effects of water and of the charged sulfonate ends, which are not computed. The assumption most at risk is that the molecule is free and intact. On copper the S–S bond may open, and the dihedral angle then ceases to exist. If the bond survives, a surface torque $\tau$ turns it by about $\tau/4c_2$; with the H–S–S–H stiffness, an assumed 0.1 eV/rad gives $0.1/0.70=0.14$ rad, or 8°. The result describes the shape of the dissolved molecule and does not by itself explain how it accelerates plating.

## Computed values

```
Level: HF/6-31G*, fixed geometry unless stated
H2S2 S-S length 2.06 A, S-H 1.34 A
H2S2 angle S-S-H 98.0 deg
S0, 3p-3p pi overlap: 0.2022
Overlap at 40 deg by quadrature: 0.1549
Lone-pair energy a at 90 deg: -11.225 eV
B at 0 deg: -1.6642 eV
B at 60 deg: -0.8266 eV
B at 90 deg: 0.0004 eV
B at 120 deg: 0.8289 eV
B at 180 deg: 1.6698 eV
B0, half difference cis-trans: -1.6670 eV
K = -B0/S0: 8.244 eV
Cis level splitting, model: 3.470 eV
Cis level splitting, HF: 3.568 eV
Planar cost, two lone pairs only: 1.406 eV
In-plane p weight w: 0.856
Reduction factor (1-w)^2: 0.0206
Repulsion barrier after reduction: 0.0290 eV
Gap D to empty in-plane orbital: 20.77 eV
Donation part of barrier: 0.0110 eV
Sum of both estimates: 0.0401 eV
HF energy at 0 deg: 0.3957 eV
HF energy at 30 deg: 0.2852 eV
HF energy at 60 deg: 0.0883 eV
HF energy at 90 deg: 0.0000 eV
HF energy at 120 deg: 0.0767 eV
HF energy at 150 deg: 0.2274 eV
HF energy at 180 deg: 0.3015 eV
c1, c2, c3: 0.0345, 0.1749, 0.0120 eV
Largest Fourier fit error: 0.0035 eV
H2S2 best dihedral, curve: 89.87 deg
H2S2 best dihedral, first order: 89.87 deg
Cis barrier: 0.396 eV = 38.2 kJ/mol
Trans barrier: 0.301 eV = 29.1 kJ/mol
MP2 cis barrier: 0.411 eV
MP2 trans barrier: 0.309 eV
Relaxed S-S length at 0 deg: 2.114 A
Relaxed S-S length at 90 deg: 2.065 A
Relaxed S-S length at 180 deg: 2.099 A
Cis barrier, S-S relaxed: 0.369 eV
Trans barrier, S-S relaxed: 0.289 eV
Cation, cis minus 90 deg: -0.506 eV
Cation, trans minus 90 deg: -0.624 eV
Temperature 298.15 K, kT 0.02569 eV
Thermal width, harmonic: 11.0 deg
Thermal width, full curve: 11.5 deg
Dimethyl: S-C 1.82 A, S-S-C 103.0 deg
Dimethyl best dihedral: 87.9 deg
Dimethyl cis barrier: 0.634 eV
Dimethyl trans barrier: 0.323 eV
```
